# Dirac states at Γ in graphene with one impurity per 3×3 supercell

## Problem

Graphene is described by one orbital per carbon atom, nearest-neighbour matrix element $-t$ with $t>0$, and carbon on-site energy zero. Orbitals on different sites are orthogonal. A $3\times3$ supercell holds nine A sites and nine B sites. One A site in each supercell carries an additional on-site energy $U$, finite and non-zero. Only the Γ point of the supercell is considered.

(a) Find the clean levels at Γ and show that four of them are Dirac states at zero energy.

(b) Show that exactly three states have zero energy when the impurity is present, and give them explicitly.

(c) Find the equation for the energy of the fourth state, its weak and strong impurity limits, and the number of zero modes left by a vacancy.

(d) Evaluate the fourth state for $t=2.7$ eV and $U=-5$ eV.

(e) Decide what happens to the three zero modes under second-neighbour hopping, a potential on the neighbours of the impurity, and altered impurity bonds.

## Solution

### Equations and conventions

Label the primitive cells by integers $(i,j)$, and let $a_{ij}$ and $b_{ij}$ be the amplitudes on their A and B sites. The neighbours of A$(i,j)$ are B$(i,j)$, B$(i-1,j)$ and B$(i,j-1)$. With the impurity at A$(0,0)$, called site 0, the Schrödinger equation reads

$$-t\,(b_{ij}+b_{i-1,j}+b_{i,j-1})+U\,\delta_{i0}\delta_{j0}\,a_{00}=E\,a_{ij},$$

$$-t\,(a_{ij}+a_{i+1,j}+a_{i,j+1})=E\,b_{ij}.$$

At supercell Γ the amplitudes have period 3 in both $i$ and $j$, so this is an 18-dimensional problem. Write $H=H_0+U|0\rangle\langle0|$, where $H_0$ is the clean Hamiltonian.

### (a) The clean levels

Without the impurity, put $a_{ij}=\alpha e^{i(k_1i+k_2j)}$ and $b_{ij}=\beta e^{i(k_1i+k_2j)}$ (the $i$ multiplying the bracket is the imaginary unit). Period 3 requires $k_1=2\pi m_1/3$ and $k_2=2\pi m_2/3$ with $m_1,m_2\in\{0,1,2\}$. These are the nine primitive wavevectors folded to Γ. The equations become

$$-tf\beta=E\alpha,\qquad -tf^*\alpha=E\beta,\qquad f=1+e^{-ik_1}+e^{-ik_2}.$$

Multiplying the first by $E$ and using the second gives $E^2\alpha=t^2|f|^2\alpha$, so $E=\pm t|f|$.

Each $f$ is a sum of three cube roots of unity, with exponents $0,m_1,m_2$.

- If all exponents are equal, which happens once, $|f|=3$.
- If all are different, $f=0$. This happens twice, for $(m_1,m_2)=(1,2)$ and $(2,1)$, the points $K$ and $K'$.
- In the other six cases two exponents are equal, and $|f|^2=2^2+1^2+2\cdot2\cdot1\cdot\cos(2\pi/3)=3$.

When $f=0$, both $\alpha$ and $\beta$ are free. Each Dirac point then supplies one A state and one B state, and no other wavevector has a zero. The clean zero-energy space $Z$ therefore has dimension four. The other levels are $\pm\sqrt3\,t$, six times each, and $\pm3t$, once each.

Folding needs the right cell. In an $n\times n$ supercell the allowed phases are $2\pi m/n$, and $2\pi/3$ is among them only if 3 divides $n$. A $4\times4$ cell has no zero-energy state at Γ even when clean.

### (b) Exactly three zero modes

Define $\theta_{ij}=2\pi(i+2j)/3$. The wave at $K$ is $e^{i\theta}$. The wave at $K'$ is $e^{-i\theta}$, because $(2,1)$ equals $-(1,2)$ modulo 3. Real combinations give an orthonormal basis of $Z$:

$$\sqrt{\tfrac29}\cos\theta,\quad \sqrt{\tfrac29}\sin\theta\quad\text{on A},\qquad \sqrt{\tfrac29}\cos\theta,\quad \sqrt{\tfrac29}\sin\theta\quad\text{on B}.$$

The prefactor follows because $\cos^2\theta$ and $\sin^2\theta$ each sum to $9/2$ over the nine cells.

**At least three.** If $\phi$ lies in $Z$ and $\phi(0)=0$, then $H\phi=H_0\phi+U\phi(0)|0\rangle=0$. At site 0, $\theta=0$. The A sine state vanishes there, and both B states vanish there because they have no amplitude on A. These three states keep zero energy.

**No more than three.** Let $\psi$ be any state with $H\psi=0$, without assuming that it lies in $Z$. Let $\phi_c$ be the A cosine state, for which $\phi_c(0)=\sqrt{2/9}$. Since $H_0$ is Hermitian and $H_0\phi_c=0$,

$$0=\langle\phi_c|H\psi\rangle=\langle H_0\phi_c|\psi\rangle+U\phi_c(0)\psi(0)=U\sqrt{\tfrac29}\,\psi(0).$$

As $U\neq0$, this forces $\psi(0)=0$. Then $H\psi=0$ reduces to $H_0\psi=0$, so $\psi$ lies in $Z$ and has a node at the impurity. The condition $\phi(0)=0$ is one non-trivial linear condition on a four-dimensional space, so its solutions form a space of dimension $4-1=3$. Hence exactly three zero modes exist, for either sign and any finite non-zero size of $U$.

"Remain" must be read with care. What survives is a three-dimensional subspace of $Z$. On the A sublattice neither original valley wave survives separately, because both have non-zero amplitude at the impurity. Their difference survives:

$$\sin\theta=\frac{e^{i\theta}-e^{-i\theta}}{2i}.$$

Its unfolded weight, the squared overlap with the primitive Bloch waves, is therefore $1/2$ at $K$ and $1/2$ at $K'$. The impurity mixes the valleys on its own sublattice. For an impurity on a B site, the roles of A and B are exchanged.

### (c) The fourth state

Consider a state with $\psi(0)\neq0$. Its equation is $(E-H_0)\psi=U\psi(0)|0\rangle$. The energy $E$ cannot equal a clean level: each clean level has an eigenstate $\phi$ with $\phi(0)\neq0$, and projecting on it would give $0=U\psi(0)\phi^*(0)$. So $E-H_0$ can be inverted, and taking the component at site 0 gives

$$\frac1U=G_{00}(E),\qquad G_{00}(E)=\sum_\nu\frac{|\phi_\nu(0)|^2}{E-\varepsilon_\nu},$$

where $\nu$ runs over the clean eigenstates $\phi_\nu$ with energies $\varepsilon_\nu$.

The two A waves at zero energy each have probability $1/9$ at site 0. For $f\neq0$, $|\alpha|=|\beta|$, so half of each state is on A and the probability is $1/18$. A pair at $\pm\varepsilon$ contributes

$$\frac1{18}\left(\frac1{E-\varepsilon}+\frac1{E+\varepsilon}\right)=\frac19\,\frac{E}{E^2-\varepsilon^2}.$$

Adding the two zero-energy waves, one pair at $\pm3t$ and six pairs at $\pm\sqrt3\,t$,

$$G_{00}(E)=\frac19\left[\frac2E+\frac{E}{E^2-9t^2}+\frac{6E}{E^2-3t^2}\right].$$

Between poles $G_{00}$ falls steadily, because its derivative is $-\sum_\nu|\phi_\nu(0)|^2/(E-\varepsilon_\nu)^2<0$. For $U<0$ there is thus one root between $-\sqrt3\,t$ and 0. It tends to zero as $U\to0$, since $1/U\to-\infty$ is reached just below the pole at $E=0$. This root, $E_4$, is the displaced Dirac state. As $G_{00}$ is odd, reversing $U$ reverses $E_4$.

**Weak impurity.** For $|E|\ll t$ the last two terms in the bracket are approximately $-E/(9t^2)$ and $-2E/t^2$, with sum $-19E/(9t^2)$. Hence

$$\frac1U\simeq\frac{2}{9E}-\frac{19E}{81t^2}.$$

Multiplying by $UE$ gives $E\simeq2U/9-19UE^2/(81t^2)$. Inserting the leading value $E^2=4U^2/81$ in the small term,

$$E_4\simeq\frac{2U}{9}-\frac{76\,U^3}{6561\,t^2}=\frac{2U}{9}\left(1-\frac{38\,U^2}{729\,t^2}\right).$$

The leading term is $U$ times the probability $2/9$ of the A cosine state on the impurity. The correction comes from the levels at $\pm\sqrt3\,t$ and $\pm3t$.

**Strong impurity.** For $|U|\to\infty$ the condition is $G_{00}=0$. With $x=E^2/t^2$, multiplying the bracket by $E(x-9)(x-3)$ gives

$$2(x-9)(x-3)+x(x-3)+6x(x-9)=0.$$

Expanding, $9x^2-81x+54=0$, or $x^2-9x+6=0$. The root below 3 is $x=(9-\sqrt{57})/2$, so $|E_4|\to0.8515\,t$. The state does not follow $U$ to infinity. Since $E_4$ moves steadily away from zero as $|U|$ grows, this limit is also an upper bound for finite $U$.

**Vacancy.** Delete site 0. On A, a zero mode must satisfy all nine B equations with $a_{00}=0$, which leaves the sine state. On B, the neighbour sums $s_{ij}=b_{ij}+b_{i-1,j}+b_{i,j-1}$ must vanish at the eight remaining A sites. Relabelling the sum over cells,

$$\sum_{ij}\cos\theta_{ij}\,s_{ij}=\sum_{ij}b_{ij}\,(\cos\theta_{ij}+\cos\theta_{i+1,j}+\cos\theta_{i,j+1})=0,$$

because the bracket adds three cosines spaced by $2\pi/3$. Only the term at site 0 is left on the left-hand side, so $s_{00}=0$ too. The B solutions are then the two clean ones. A vacancy also leaves three zero modes.

### (d) Numbers

For $t=2.7$ eV and $U=-5$ eV, $U^2/t^2=25/7.29=3.43$. The estimates and the full root are

- first order: $2U/9=-1.111$ eV;
- third order: $-1.111\times(1-0.179)=-0.912$ eV;
- root of $1/U=G_{00}$: $E_4=-0.957$ eV.

Relative to the root, the first-order energy is 16% too large in magnitude and the third-order energy 5% too small. The strong-impurity limit of $|E_4|$ is 2.30 eV.

The five levels nearest zero are $-0.957$, $0$, $0$, $0$ and $3.549$ eV. The last does not grow out of a Dirac state, and its weight in $Z$ is only 0.06 at this $U$. For $U\to-\infty$, however, it approaches $+0.8515\,t$, where it has the same weight in $Z$, 0.38, as the fourth state. It is the root of the same equation between 0 and $\sqrt3\,t=4.677$ eV, and it tends to $\sqrt3\,t$ as $U\to0^-$.

The character of the fourth state follows from $\psi=U\psi(0)\sum_\nu\phi_\nu\phi_\nu^*(0)/(E_4-\varepsilon_\nu)$. Its weight $W_Z$ in the old Dirac space collects the terms with $\varepsilon_\nu=0$:

$$W_Z=U^2|\psi(0)|^2\,\frac{2/9}{E_4^2}.$$

Diagonalization gives $|\psi(0)|^2=0.1435$, so $W_Z=25\times0.1435\times0.2222/0.9166=0.870$. The remaining 13% comes from the other seven folded wavevectors. The three zero modes, by contrast, lie wholly in $Z$.

### (e) What preserves the triplet and what splits it

Each change below is made alone, with $t$ and $U$ fixed. The sizes are assumed trial values.

**Second-neighbour hopping $-t'$.** The six second neighbours are displaced by $\pm(1,0)$, $\pm(0,1)$ and $\pm(1,-1)$. Each changes $\theta$ by $\pm2\pi/3$ modulo $2\pi$, so the phase factors of a Dirac wave sum to $6\cos(2\pi/3)=-3$. All of $Z$ shifts by $(-t')(-3)=3t'$, and the three states with a node at the impurity shift with it. For $t'=0.1$ eV there are three states at $0.30$ eV. The degeneracy survives, but its energy is the shifted Dirac energy.

**Potential $U_1$ on the three neighbours.** The A sine state has no amplitude on B and stays at zero. At the three neighbours $\theta=0,-2\pi/3,-4\pi/3$. There $\cos^2\theta$ and $\sin^2\theta$ each sum to $3/2$, and $\sin\theta\cos\theta$ sums to zero. The first-order matrix for the two B states is thus diagonal, with both entries equal to

$$U_1\cdot\frac29\cdot\frac32=\frac{U_1}{3}.$$

For $U_1=-1$ eV this is $-0.333$ eV. Diagonalization gives a doublet at $-0.330$ eV, so the triplet splits into one state and two.

**Equal change of the three impurity bonds.** Let their matrix elements become $-(t+\delta)$. The added term acts on a B zero mode through its neighbour sum at site 0, which vanishes, and on the A sine state through its amplitude at site 0, which also vanishes. All three modes survive. Diagonalization with $\delta=0.2$ eV finds three zeros and no more.

**Change of one bond.** Let only the bond from site 0 to B$(0,0)$ become $-(t+\delta)$. The A sine state and the B sine state vanish at the ends of this bond on their own sublattices, so they stay at zero. The B cosine state has amplitude $\sqrt{2/9}$ at B$(0,0)$, and the perturbation turns it into $-\delta\sqrt{2/9}\,|0\rangle$. Its first-order shift is zero, since it has no amplitude at site 0. The second-order shift is $\tfrac29\delta^2g$, where $g$ is the site-0 element of $(E-H)^{-1}$ at $E\to0$. The zero modes of $H$ do not enter $g$, as they vanish at site 0.

To find $g$, solve $(E-H_0-U|0\rangle\langle0|)\chi=|0\rangle$ at site 0. This gives $g=G_{00}(1+Ug)$, or $g=1/(G_{00}^{-1}-U)$. As $E\to0$, $G_{00}^{-1}\to0$ and $g\to-1/U$. Therefore

$$\Delta E\simeq-\frac{2\delta^2}{9U}.$$

For $\delta=0.2$ eV this is $1.778$ meV, against $1.775$ meV from diagonalization. Two zeros remain. The formula requires the shift to be small compared with $|E_4|$, that is $|\delta|\ll|U|$ as well as $|\delta|\ll t$. It fails for a weak impurity: with $U=-0.05$ eV and the same $\delta$ it gives $178$ meV, while the exact level is at $39$ meV.

### The model beside real doped graphene

The hopping of 2.7 eV and a lattice constant of about 0.25 nm are rough values for graphene. An attractive $U$ of several eV is a rough choice for substitutional nitrogen and depends strongly on the model in which it is used. One impurity per 18 sites is 5.6%, or $2.1\times10^{14}$ cm$^{-2}$, which is a heavy doping. Real dopants are generally not arranged in a perfect $3\times3$ lattice. The count of three was derived for one impurity per $3\times3$ cell and does not carry over in general to an irregular arrangement of several impurities; the effect of disorder is not estimated here. Within the periodic model, and for the trial values chosen above, the largest of the splittings examined is the one from the impurity potential reaching the neighbouring atoms. The trial value of $-1$ eV separates the doublet from the single state by 0.33 eV, about 13 times the thermal energy of 0.026 eV at 300 K. The one-bond splitting of 1.8 meV is well below that energy. This comparison only sets a scale for the splittings and says nothing about occupation. If each dopant donates one electron, filling the supercell bands of this model puts the Fermi level roughly 1 eV above zero (about 1.1 eV for $U_1=0$ and 0.9 eV for $U_1=-1$ eV), so all three levels are filled and lie far below it. The threefold degeneracy is thus in general lost once the impurity potential reaches the neighbouring atoms, and it is not a prediction for a real nitrogen-doped sheet. The levels quoted here are also those of independent electrons, with no self-consistent response to the dopant's charge.

The numerical output below lists the levels and the counts of zero modes.

## Numbers as computed

```
hopping t = 2.70 eV
impurity on-site energy U = -5.00 eV
lattice constant = 0.246 nm
impurity fraction = 5.56 percent of sites
impurity density = 2.12e+14 cm^-2
clean: states at zero = 4
clean: states at +sqrt(3) t = 6, energy 4.6765 eV
clean: states at +3t = 1, energy 8.1000 eV
clean 4x4 cell: states at zero = 0
3x3 cell with impurity: states at zero = 3
6x6 cell with impurity: states at zero = 3
3x3 cell with vacancy: states at zero = 3
five levels nearest zero (eV): -0.9574, 0.0000, 0.0000, 0.0000, 3.5492
A zero mode: weight at K = 0.500, at K' = 0.500
fourth level E4 = -0.9574 eV
first-order estimate 2U/9 = -1.1111 eV
third-order estimate = -0.9125 eV
strong-impurity limit of |E4| = 2.2991 eV = 0.8515 t
fourth state: weight at K plus K' = 0.8696
fourth state: probability on impurity = 0.1435
second-neighbour hopping t2 = 0.10 eV
common shift 3 t2 = 0.300 eV, states there = 3
neighbour potential U1 = -1.00 eV
B doublet with U1 = -0.3300 eV, first order -0.3333 eV
bond change delta = 0.20 eV
three equal bond changes: states at zero = 3
one bond changed: states at zero = 2
one bond changed: lifted level = 1.775 meV
leading estimate of that level = 1.778 meV
thermal energy at 300 K = 0.0259 eV
```
